# Kerr-effect rise of permanent dipoles after a weak field step, part 2

A dilute solution of rigid, axially symmetric molecules, each with a permanent dipole \(\mu\) along its axis, is exposed to a field \(E\) along \(z\). The problem is how its birefringence \(\Delta n=n_z-n_x\), proportional to \(\langle P_2\rangle\), rises and decays when the field is switched on and off. Here \(x=\cos\theta\), where \(\theta\) is the angle between axis and field, \(f\) is the probability density in \(x\), \(P_n\) are Legendre polynomials, and \(\xi=\mu E/kT\). The tumbling diffusion coefficient is \(D=kT/\zeta\), in s\(^{-1}\), with friction coefficient \(\zeta\). For small-step, overdamped rotation,

\[
\frac{\partial f}{\partial t}
=D\frac{\partial}{\partial x}\left[(1-x^2)
\left(\frac{\partial f}{\partial x}-\xi f\right)\right].
\tag{2}
\]

For any polynomial \(P(x)\),

\[
\frac{d\langle P\rangle}{dt}
=D\left\langle\left[(1-x^2)P'\right]'\right\rangle
+D\xi\left\langle(1-x^2)P'\right\rangle .
\tag{3}
\]

In particular,

\[
\frac{d\langle P_1\rangle}{dt}
=-2D\langle P_1\rangle+\frac23D\xi\,(1-\langle P_2\rangle).
\tag{4}
\]

\[
\frac{d\langle P_2\rangle}{dt}
=-6D\langle P_2\rangle
+\frac65D\xi\,(\langle P_1\rangle-\langle P_3\rangle).
\tag{5}
\]

In a weak field \(\langle P_n\rangle\) begins at order \(\xi^n\). After a weak step applied to an isotropic solution at \(t=0\),

\[
\boxed{\;
\langle P_2\rangle=\frac{\xi^2}{15}\,\Phi(t),\qquad
\Phi(t)=1-\frac32e^{-2Dt}+\frac12e^{-6Dt}
\;}
\tag{7}
\]

With \(y=e^{-2Dt}\), the polar order \(\langle P_1\rangle\) divided by its final value \(\xi/3\) is \(p=1-y\). Free decay of \(\langle P_2\rangle\) follows \(e^{-6Dt}\). Equation (2) was also solved numerically on 300 cells in \(x\).

The example is a cyanobiphenyl-type mesogen in a viscous saturated-hydrocarbon oil at 298 K, with rough inputs: dipole 5 D (debye), \(D=2\times10^7\) s\(^{-1}\), field 0.05 MV/cm, solute 30 kg/m³, molar mass 0.249 kg/mol, number density \(N=0.0726\) nm\(^{-3}\), optical polarizability-volume anisotropy 0.020 nm³ and refractive index \(n=1.449\). These give \(kT=25.68\) meV, \(\xi\approx0.0203\), \(1/(2D)=25\) ns, a half-rise time of 26.4 ns and, without local fields, a steady \(\Delta n\approx1.7\times10^{-7}\).

**Fields that are not ideal steps.** Let the applied field be \(E\,s(t)\), with \(\xi\) still defined by the constant \(E\). In (4) and (5), replace \(\xi\) by \(\xi s(t)\). The weak-field ordering is unchanged for bounded \(s\), and division by the final values \(\xi/3\) and \(\xi^2/15\) gives

\[
\frac{dp}{dt}=2D(s-p),\qquad
\frac{d\Phi}{dt}=6D(sp-\Phi).
\tag{10}
\]

These two equations can be integrated for any measured weak waveform. Their product \(sp\) shows that the response is quadratic: one factor of the field creates polar order, and the second converts it to axial order.

For a voltage edge \(s=1-e^{-t/\tau_e}\) with \(D\tau_e\ll1\), the missing area of the field is \(\int(1-s)\,dt=\tau_e\). After the edge, the polar order is consequently delayed by \(\tau_e\) to first order. The second factor of \(s\) contributes less, because \(p\) is still small while \(s\) differs from 1. Its missing area is of order \(D\tau_e^2\). The birefringence is thus delayed by about one edge time, not two. In the example, an edge with \(\tau_e=1\) ns shifts the half-rise by 1.02 ns, or about 4 % of the half-rise time.

Reversing a field that has acted for a long time provides another use of (10). Set \(s=-1\) at \(t=0\), with \(p=\Phi=1\) initially. The first equation gives \(p=-1+2y\). The second becomes

\[
\frac{d\Phi}{dt}+6D\Phi=6D(1-2y).
\]

A trial term \(cy\) on the left gives \((-2D+6D)cy=4Dcy\). Matching this to \(-12Dy\) yields \(c=-3\). The initial condition then fixes the coefficient of \(y^3\):

\[
\Phi_{\rm rev}=1-3y+3y^3 .
\]

Its minimum lies at \(y=1/\sqrt3\), where \(\Phi_{\rm rev}=1-2/\sqrt3\approx-0.15\). The birefringence briefly changes sign as the dipoles turn through directions across the field. A response proportional to \(E^2\) alone would not notice an ideal reversal.

**Induced dipoles.** The derivation so far has neglected the torque on the dipole induced by the field. Let \(\Delta\alpha_s\) be the static polarizability anisotropy and define \(q=\Delta\alpha_sE^2/kT\). The angle-dependent energy is then

\[
\frac{U}{kT}=-\xi x-\frac q2x^2 .
\]

The drift term in (2) contains \(-\partial_x(U/kT)=\xi+qx\) in place of \(\xi\). By (3), the additional source of \(\langle P_2\rangle\) is

\[
Dq\left\langle x(1-x^2)P_2'\right\rangle
=3Dq\left\langle x^2-x^4\right\rangle .
\]

To leading order the average is isotropic, with \(\langle x^2\rangle=1/3\) and \(\langle x^4\rangle=1/5\). The source is therefore \(\tfrac25Dq\). It acts immediately after the step, without prior polar order. The change that \(q\) makes in \(\langle P_1\rangle\) is of order \(q\xi\) and does not enter here. Solving the linear equation gives

\[
\langle P_2\rangle=\frac{1}{15}
\left[\xi^2\Phi(t)+q\left(1-e^{-6Dt}\right)\right].
\tag{11}
\]

Let \(r=\xi^2/q\). For \(q>0\), division by the final value gives

\[
\Phi_r=1-\frac{3r}{2(r+1)}e^{-2Dt}
+\frac{r-2}{2(r+1)}e^{-6Dt}.
\]

For \(r\to\infty\) this returns to \(\Phi\). For \(r=0\) it is \(1-e^{-6Dt}\), which starts linearly. The mixed formula was tested against the full diffusion equation at \(\xi=0.05\), \(q=0.005\), so that \(r=0.5\). The difference stayed below \(2\times10^{-3}\) of the final signal.

When the static anisotropy is set equal to the optical one, the example has \(q/\xi^2=3.3\) %. The induced torque raises the normalised curve by

\[
\Phi_r-\Phi=\frac{3}{2(r+1)}(y-y^3).
\]

This is largest at \(y=1/\sqrt3\), where it equals \(1/[\sqrt3(r+1)]\). The value is 0.018 of the final signal, reached near 14 ns. Lowering the field does not remove this difference, because \(\xi^2\) and \(q\) both scale as \(E^2\).

**Finite field.** The steady state fixes the size of the next correction for a purely permanent dipole. The Boltzmann normalisation is proportional to

\[
Z=\frac12\int_{-1}^{1}e^{\xi x}dx
=1+\frac{\xi^2}{6}+\frac{\xi^4}{120}+\frac{\xi^6}{5040}+\cdots .
\]

Two derivatives with respect to \(\xi\) bring down \(x^2\), so

\[
\langle x^2\rangle=\frac{Z''}{Z}
=\frac{\tfrac13+\tfrac{\xi^2}{10}+\tfrac{\xi^4}{168}+\cdots}
{1+\tfrac{\xi^2}{6}+\tfrac{\xi^4}{120}+\cdots}
=\frac13+\frac{2\xi^2}{45}-\frac{4\xi^4}{945}+\cdots .
\]

Hence

\[
\langle P_2\rangle=\frac{\xi^2}{15}
\left(1-\frac{2\xi^2}{21}+\cdots\right).
\]

For the example the loss is 0.0039 % of the steady orientation. The numerical solutions at \(\xi=0.4\) and 0.2 have steady deviations in the ratio 3.910, where the leading correction alone would give 4. The next term in the bracket is \(+\xi^4/105\), so the deviation is \(\tfrac{2}{21}\xi^2(1-\xi^2/10+\cdots)\) and the exact ratio is 3.95. The remaining 0.04 is the error of the 300-cell grid.

**Local fields.** The field acting on a dissolved molecule differs from the applied field. A simple estimate places the molecule in an empty spherical cavity of radius \(a\), within a solvent of relative permittivity \(\varepsilon\). Write the potential as \(-GEr\cos\theta\) inside and \((-Er+b/r^2)\cos\theta\) outside. Continuity of the potential gives \(b=(1-G)Ea^3\). Continuity of the normal displacement gives \(GE=\varepsilon(E+2b/a^3)\). Eliminating \(b\),

\[
G=\frac{3\varepsilon}{2\varepsilon+1}=\frac{6.3}{5.2}\approx1.21
\qquad(\varepsilon=2.1).
\]

The orienting energy is multiplied by \(G\), and \(\langle P_2\rangle\) by \(G^2=1.47\). The optical field is treated in the same way, with \(\varepsilon=n^2\). It drives the molecule with strength \(GE\). The molecular moment \(\mathbf m\) has energy \(-\mathbf m\cdot G\mathbf E\) in the field of outside sources, so it acts on them like a moment \(G\mathbf m\). The optical part therefore adds another \(G^2\). In total \(\Delta n\) grows by 2.15, to about \(3.7\times10^{-7}\). The normalised rise is unchanged in this estimate, because \(G\) is constant. The factor 2.15 is crude, for two reasons. It omits the reaction field: the molecule polarizes the solvent, which acts back on it with a field \(f\mathbf m\), where \(f=2(\varepsilon-1)/[4\pi\varepsilon_0a^3(2\varepsilon+1)]\), and each moment along a principal axis grows by \(1/(1-f\alpha)\). For a sphere of the molecular volume, about 0.4 nm³, and rough polarizability volumes of 0.046 and 0.026 nm³, \(f\alpha_\parallel\approx0.2\) and the total factor becomes nearly 5. An elongated cavity acts the other way: for a spheroid 1.8 nm long with the same volume, \(G\) is about 1.07 along the axis and 1.30 across it, and the total factor, including the form anisotropy of the cavity, is near 1. The amplitude is therefore known only within a factor of several.

**Solvent background.** The solvent has a Kerr response of its own. With a rough Kerr constant \(B=10^{-15}\) m/V² and a wavelength \(\lambda=633\) nm, it gives \(\lambda BE^2=1.6\times10^{-8}\). This is 9.2 % of the solute signal without local fields, or about 4 % after the solute signal is multiplied by 2.15. If the solvent responds much faster than the solute and with the same sign, the record begins with a jump in place of the flat start. A blank measurement on the solvent, at the same field and temperature, gives the background to subtract when the two signals add. A solvent that relaxes on the nanosecond scale would distort the curve in another way.

**Comparison with a real solution.** A dipole near 5 D and a length near 1.8 nm are reasonable rough values for a cyanobiphenyl mesogen. The value of \(D\) is a choice for a viscous oil, not a measurement, and solubility at 30 kg/m³ has not been established here. A real molecule of this type has a flexible tail, and its dipole need not lie along the optical axis. For a fixed tilt \(\beta\), the steady signal of a rigid molecule is multiplied by \(P_2(\cos\beta)\); a tilt of 10° gives 0.955. With a tilt, spinning about the axis also moves the dipole, so (7) is in general no longer the complete time law. It still holds if spinning and tumbling have equal diffusion coefficients. Among the effects sized here, the local field is the largest uncertainty of the amplitude, with a factor between about 1 and 5 depending on the cavity model. The solvent background changes the normalised curve by about 0.08 without local fields and 0.04 with the factor 2.15, more than the 1 ns edge (0.024) or the induced torque (0.018). With a factor near 5 it falls to about 0.02, and the three are comparable. The field is one quarter of a rough dc breakdown field of 0.2 MV/cm; pulsed breakdown was not assessed.

**Assumptions about the motion.** For a molecule of mass \(m\) and length \(L\), treated as a thin uniform rod, the moment of inertia is \(I=mL^2/12\). Angular velocity relaxes in the time \(I/\zeta=ID/kT\), which is 0.5 fs here. This is far below 25 ns, so inertia is negligible in this friction model. The number should not be read as a real molecular collision time.

The assumption of small steps is more restrictive. Suppose instead that the axis jumps by a fixed angle \(\delta\) in a random azimuthal direction \(\phi\). After one jump,

\[
x'=x\cos\delta+\sqrt{1-x^2}\,\sin\delta\cos\phi .
\]

Averaging over \(\phi\) multiplies \(P_1\) by \(\cos\delta\). For the square,

\[
\overline{x'^2}=x^2\cos^2\delta+\tfrac12(1-x^2)\sin^2\delta ,
\]

and insertion into \(P_2\) shows that \(P_2\) is multiplied by \(P_2(\cos\delta)\). At a given jump frequency, the ratio of the two decay rates is

\[
\frac{1-P_2(\cos\delta)}{1-\cos\delta}
=\frac32(1+\cos\delta).
\]

It tends to 3 for small jumps and is 2.80 for jumps of 30°. A measured ratio below 3 is thus compatible with finite jumps, but does not prove them. This calculation concerns free decay; it does not supply the field-driven rise for large jumps.

Two further effects set limits on precision. The dipole coupling at the mean spacing, \(\mu^2N/(4\pi\varepsilon_0\varepsilon kT)\), is 0.021. This value belongs to the distance \(N^{-1/3}=2.4\) nm. The coupling grows as the inverse cube of the distance: it is 0.12 at 1.3 nm, the mean nearest-neighbour distance of randomly placed centres, and about 3 at a contact distance of 0.45 nm. With \(NL^3=0.42\) the solution is only marginally dilute, and association is excluded from the model. If \(D\) has a rough activation energy of 0.3 eV, it changes by 4 % per kelvin. The half-rise time then shifts by about 1 ns per kelvin, comparable with the effect of the 1 ns voltage edge. Comparing rise and decay at the same temperature is therefore part of the test of the factor 3. The numerical output below gives the remaining inputs and curve values.

## Computed values

```
TESTS ON THE FULL DIFFUSION EQUATION
largest error of rise formula: 1.2e-04
largest error of P1 formula: 5.1e-05
finite-field deviation ratio, xi 0.4 to 0.2: 3.910
area ratio rise/decay at xi 0.2: 3.988
INPUTS (rough)
temperature: 298 K; dipole: 5.0 D
D: 2.0e+07 1/s; field: 0.05 MV/cm
polarizability-volume anisotropy: 0.020 nm^3
solute: 30 kg/m^3; 0.249 kg/mol
molecule length: 1.8 nm
solvent permittivity: 2.1; index: 1.449
wavelength: 633 nm
solvent Kerr constant: 1.0e-15 m/V^2
RESULTS
kT: 25.68 meV; mu*E: 0.520 meV
xi: 0.02027; steady P2: 2.739e-05
number density: 0.0726 nm^-3
steady birefringence, no local field: 1.72e-07
1/(2D): 25.00 ns; 1/(6D): 8.33 ns
half-rise D*t: 0.5288; time: 26.44 ns
10-90 % rise time: 59.77 ns
half-decay time: 5.78 ns
t/ns | P1 rise | P2 formula | P2 grid | P2 decay
   5 | 0.1813 | 0.0463 | 0.0463 | 0.5488
  10 | 0.3297 | 0.1451 | 0.1451 | 0.3012
  25 | 0.6321 | 0.4731 | 0.4730 | 0.0498
  50 | 0.8647 | 0.7982 | 0.7982 | 0.0025
 100 | 0.9817 | 0.9725 | 0.9724 | 0.0000
NEGLECTED EFFECTS
finite field, loss of steady P2: 0.0039 %
induced/permanent steady P2: 3.29 %
induced torque, largest shift of curve: 0.0184
spherical cavity field factor: 1.212
its factor in P2: 1.47; in Delta n: 2.15
dipole tilt 10 deg, P2 factor: 0.955
dipole coupling at mean spacing / kT: 0.0210
solvent Kerr pedestal: 1.58e-08
pedestal / solute signal: 9.2 %
voltage edge 1.0 ns, half-rise delay: 1.02 ns
inertial friction time: 0.543 fs
P2/P1 decay-rate ratio, 30 deg jumps: 2.799
activation energy 0.3 eV, D change: 4.0 % per K
field / rough dc breakdown field: 0.25
```
